# Kerker Preconditioning in Augmented Plane Waves by Yukawa Pseudo-Charges

## Definitions and conventions

Hartree atomic units are used. A periodic cell of volume $\Omega$ contains non-overlapping spheres $s$ with centres $\boldsymbol\tau_s$ and radii $R_s$; the index $s$ is dropped where one sphere is meant. The density residual of a self-consistency cycle, $F=\rho_{\rm out}-\rho_{\rm in}$, is given in two representations:

$$F(\mathbf r)=\begin{cases}P(\mathbf r)=\sum_{\mathbf G}P_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}, & \text{interstitial},\\ \sum_{lm}F_{lm}(r)Y_{lm}(\hat{\mathbf r}), & \text{sphere, } \mathbf r \text{ measured from } \boldsymbol\tau.\end{cases}$$

The plane-wave sum $P$ is finite, and $F$ may jump at the sphere surfaces. Fourier coefficients are $f_{\mathbf G}=\Omega^{-1}\int_\Omega f e^{-i\mathbf G\cdot\mathbf r}d^3r$, and the $Y_{lm}$ are complex and orthonormal.

The Kerker operator $K$ multiplies $F_{\mathbf G}$ by $G^2/(G^2+\lambda^2)$, with $\lambda>0$. Since this factor equals $1-\lambda^2/(G^2+\lambda^2)$,

$$KF=F-\frac{\lambda^2}{4\pi}W,\qquad (\nabla^2-\lambda^2)W=-4\pi F. \tag{1}$$

The second form needs no Fourier series of the rapidly varying sphere density, only a solution of the Yukawa equation.

The modified spherical Bessel functions are normalized by $i_0=\sinh x/x$ and $k_0=e^{-x}/x$. For small $x$, $i_l\to x^l/(2l+1)!!$ and $k_l\to(2l-1)!!/x^{l+1}$, with $(-1)!!=1$.

## What the preconditioner does

Near the solution let the input error be $e$ and $F=-Je$. Linear mixing with step $\alpha$ gives $e\to(1-\alpha J)e$, which converges for positive eigenvalues of $J$ if $\alpha<2/J_{\max}$. In a model metal with $J(G)=1+k^2/G^2$, the smallest nonzero $G=2\pi/L$ gives $J_{\max}=1+k^2L^2/4\pi^2$, so the step must shrink as $L^{-2}$ in long cells. With Kerker,

$$KJ=\frac{G^2}{G^2+\lambda^2}\,\frac{G^2+k^2}{G^2}=\frac{G^2+k^2}{G^2+\lambda^2},$$

which lies between $1$ and $k^2/\lambda^2$ for every $G\neq0$. For $k=1.2$ and $\lambda=0.8$ bohr$^{-1}$, a one-dimensional finite-difference diagonalization gives largest eigenvalues 3.335 (plain) and 1.637 (Kerker) at $L=8$ bohr, and 38.356 and 2.179 at $L=32$ bohr. The bound is $1.44/0.64=2.25$.

The benefit depends on the $G^{-2}$ growth of $J$. If $J$ tends to a finite $J_0$, as in a model insulator, then $KJ\to J_0G^2/\lambda^2$ at small $G$, and long waves are corrected too slowly.

## Which moments determine the outside potential

Expand the Yukawa kernel $e^{-\lambda|\mathbf r-\mathbf r'|}/|\mathbf r-\mathbf r'|$ as $\sum_{lm}g_l(r,r')Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf r}')$. It satisfies (1) with a unit point source, so

$$\frac1{r^2}\frac{d}{dr}\Big(r^2\frac{dg_l}{dr}\Big)-\Big[\frac{l(l+1)}{r^2}+\lambda^2\Big]g_l=-4\pi\frac{\delta(r-r')}{r^2}.$$

Regularity at the origin and decay at infinity require $g_l=A\,i_l(\lambda r_<)k_l(\lambda r_>)$. Integrating across $r=r'$ gives $A\lambda r'^2(i_lk_l'-i_l'k_l)=-4\pi$, with the functions taken at $\lambda r'$. The product $x^2(i_lk_l'-i_l'k_l)$ is constant by the differential equation, and the small-$x$ forms give it the value $-1$. Hence $A=4\pi\lambda$:

$$\frac{e^{-\lambda|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}=4\pi\lambda\sum_{lm}i_l(\lambda r_<)k_l(\lambda r_>)Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf r}'). \tag{2}$$

For a point outside a sphere, $r_<$ is the source radius. The potential of the sphere's charge there depends on its density through the moments

$$q_{lm}=\frac{(2l+1)!!}{\lambda^l}\int_0^R i_l(\lambda r)F_{lm}(r)r^2dr. \tag{3}$$

The prefactor makes $q_{lm}\to\int_0^R r^{l+2}F_{lm}dr$, the ordinary multipole moment, as $\lambda\to0$.

Now write $F=P+\sum_sf_s$, where $P$ is continued through the whole cell and $f_s=F-P$ vanishes outside sphere $s$. Replacing each $f_s$ by a smooth function with the same support and the same moments (3) leaves $W$ unchanged throughout the interstitial region, because (2) applies to every periodic image.

## Moments of the continued plane waves

The moments of $f_s$ are $\Delta q_{lm}=q_{lm}-q^P_{lm}$. The expansion $e^{i\mathbf G\cdot\mathbf r}=4\pi\sum_{lm}i^lj_l(Gr)Y^*_{lm}(\hat{\mathbf G})Y_{lm}(\hat{\mathbf r})$ about $\boldsymbol\tau$ gives

$$q^P_{lm}=\frac{(2l+1)!!}{\lambda^l}\sum_{\mathbf G}P_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\tau}\,4\pi i^lY^*_{lm}(\hat{\mathbf G})\,I_l(G),\qquad I_l=\int_0^Ri_l(\lambda r)j_l(Gr)r^2dr.$$

Let $u=i_l(\lambda r)$ and $v=j_l(Gr)$. Their equations are $(r^2u')'=[l(l+1)+\lambda^2r^2]u$ and $(r^2v')'=[l(l+1)-G^2r^2]v$. Multiplying the first by $v$, the second by $u$, and subtracting gives

$$\frac{d}{dr}\big[r^2(u'v-uv')\big]=(\lambda^2+G^2)r^2uv.$$

The bracket vanishes at $r=0$. At $R$ use $u'=\lambda i_{l+1}+(l/r)u$ and $v'=-Gj_{l+1}+(l/r)v$; the $l/r$ terms cancel, so

$$I_l=\frac{R^2}{\lambda^2+G^2}\big[\lambda i_{l+1}(\lambda R)j_l(GR)+G\,i_l(\lambda R)j_{l+1}(GR)\big]. \tag{4}$$

At $G=0$ only $l=0$ survives, with $I_0=R^2i_1(\lambda R)/\lambda$.

## The pseudo-density

Take the radial functions $A_{lm}(r/R)^l(1-r^2/R^2)^N$ with $N=n-1-l$, where one integer $n>l_{\max}$ serves all $l$. The function and its first $N-1$ derivatives vanish at $R$; for the smallest choice $n=l_{\max}+1$ the top component has $N=0$ and jumps there, which still gives the right outside potential but a slowly decaying Fourier series. Two integrals are needed, one with $j_l$ and one with $i_l$. Integration by parts gives

$$\int_0^1t^{2m}(1-t^2)^Ndt=\frac{2N}{2m+1}\int_0^1t^{2m+2}(1-t^2)^{N-1}dt,$$

and $N$ repetitions give $2^NN!\,(2m-1)!!/(2m+2N+1)!!$. Insert the series $j_l(x)=x^l\sum_k(-x^2/2)^k/[k!(2l+2k+1)!!]$ and use this result with $m=l+k+1$. The factor $(2l+2k+1)!!$ cancels, leaving

$$\int_0^1t^{l+2}(1-t^2)^Nj_l(at)dt=2^NN!\,a^l\sum_k\frac{(-a^2/2)^k}{k!\,(2l+2N+2k+3)!!}=2^NN!\frac{j_{l+N+1}(a)}{a^{N+1}}.$$

The series of $i_l$ differs only in having $+x^2/2$, so the same steps give $2^NN!\,i_{l+N+1}(a)/a^{N+1}$. Here $l+N+1=n$ and $N+1=n-l$.

With $c=R^32^NN!$, equality of moments fixes the amplitude:

$$\frac{(2l+1)!!}{\lambda^l}A_{lm}c\,\frac{i_n(\lambda R)}{(\lambda R)^{n-l}}=\Delta q_{lm}.$$

The Fourier coefficient of this component is $(4\pi/\Omega)(-i)^lY_{lm}(\hat{\mathbf G})e^{-i\mathbf G\cdot\boldsymbol\tau}A_{lm}c\,j_n(GR)/(GR)^{n-l}$. Eliminating $A_{lm}c$ produces the powers $\lambda^l(\lambda/G)^{n-l}=(\lambda/G)^nG^l$. Therefore

$$\tilde\rho_{\mathbf G}=P_{\mathbf G}+\frac{4\pi}{\Omega}\sum_se^{-i\mathbf G\cdot\boldsymbol\tau_s}\Big(\frac\lambda G\Big)^n\frac{j_n(GR_s)}{i_n(\lambda R_s)}\sum_{lm}\frac{(-i)^lG^lY_{lm}(\hat{\mathbf G})}{(2l+1)!!}\Delta q^s_{lm}. \tag{5}$$

The interstitial potential has coefficients $W_{\mathbf G}=4\pi\tilde\rho_{\mathbf G}/(G^2+\lambda^2)$.

### The average term

At $G\to0$, $(\lambda/G)^nj_n(GR)\to(\lambda R)^n/(2n+1)!!$, and only $l=0$ remains. A sphere with Yukawa monopole $\sqrt{4\pi}\,\Delta q_{00}$ thus contributes the pseudo-charge

$$\tilde Q=\sqrt{4\pi}\,\Delta q_{00}\,\frac{(\lambda R)^n}{(2n+1)!!\,i_n(\lambda R)}. \tag{6}$$

This generally differs from the true charge of $f_s$, because (3) weights charge by $i_0(\lambda r)$, which grows with $r$. A neutral residual can therefore have $\tilde\rho_0\neq0$, and $W_0=4\pi\tilde\rho_0/\lambda^2$ must be kept.

### Two limits

As $\lambda\to0$, $(\lambda/G)^n/i_n(\lambda R)\to(2n+1)!!/(GR)^n$, and (5) becomes Weinert's Coulomb pseudo-density. The factor in (6) tends to one, so charges then agree. A finite $W_0$ in this limit requires a neutral $F$.

For $\lambda R\gg1$, $i_l(\lambda r)\approx e^{\lambda r}/(2\lambda r)$ at fixed $l$ near the surface. For a density spread smoothly over the sphere, the moments then come mainly from a layer of thickness about $1/\lambda$ inside the surface. A charge confined strictly to a small region around the centre has no density in that layer, so its moments come from that region alone. A Gaussian is not strictly confined: the weight $e^{\lambda r}$ shifts the main contribution outward as $\lambda$ grows. Multiplying both $i_l$ in the moments and $i_n(\lambda R)$ in (5) by $e^{-\lambda R}$ leaves (5) unchanged. It avoids overflow if the scaled functions are evaluated directly, not formed by multiplying an already overflowing $i_l$.

## The potential inside a sphere

The boundary values follow from the plane-wave expansion about $\boldsymbol\tau$:

$$W_{lm}(R)=4\pi i^l\sum_{\mathbf G}W_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\tau}j_l(GR)Y^*_{lm}(\hat{\mathbf G}).$$

Kernel (2) supplies a particular solution for the true sphere density, and a multiple of the regular homogeneous solution $i_l(\lambda r)$ adjusts its boundary value:

$$\begin{aligned}W_{lm}(r)={}&4\pi\lambda\Big[k_l(\lambda r)\int_0^ri_l(\lambda r')F_{lm}r'^2dr'+i_l(\lambda r)\int_r^Rk_l(\lambda r')F_{lm}r'^2dr'\Big]\\&+\frac{i_l(\lambda r)}{i_l(\lambda R)}\Big[W_{lm}(R)-4\pi\lambda k_l(\lambda R)\int_0^Ri_l(\lambda r')F_{lm}r'^2dr'\Big].\end{aligned}\tag{7}$$

At $r=R$ the second integral vanishes and the first cancels against the last term, leaving $W_{lm}(R)$.

Only the value of $W$ is imposed at the surface. Its normal derivative is continuous because the moments match. With both continuous, the integral of $\nabla^2W$ over the periodic cell is zero, so (1) gives $\lambda^2\int W=4\pi\int F$ and

$$\int_\Omega KF\,d^3r=0 \tag{8}$$

for any $F$, neutral or not. In a calculation, (8) checks the $l=0$ moments and the average term. It does not detect errors in the moments with $l>0$: these make the normal derivative jump only in components with $l>0$, which integrate to zero over the sphere surface.

## The algorithm

1. Compute $q_{lm}$ from (3) by radial quadrature and subtract $q^P_{lm}$ using (4).
2. Form $\tilde\rho_{\mathbf G}$ from (5), with the limiting value at $G=0$.
3. Set $W_{\mathbf G}=4\pi\tilde\rho_{\mathbf G}/(G^2+\lambda^2)$ for all $\mathbf G$, zero included.
4. Evaluate $W_{lm}(R)$ and then (7) in each sphere.
5. Return $P_{\mathbf G}-\lambda^2W_{\mathbf G}/4\pi$ as interstitial coefficients and $F_{lm}-\lambda^2W_{lm}/4\pi$ in the spheres.

The interstitial result in step 5 is not $G^2P_{\mathbf G}/(G^2+\lambda^2)$, since charge in the spheres also acts outside them. The sums over $\mathbf G$ and $lm$ cost of order $N_G(l_{\max}+1)^2$ operations per sphere, for $N_G$ waves.

## Truncation error and the choice of $n$

For $GR$ well above $n$, $|j_n(GR)|\lesssim1/(GR)$. A component $l$ of (5) then decays as $G^{l-n-1}$, and its potential as $G^{l-n-3}$. A larger $n$ gives faster decay but a larger prefactor. For moderate $\lambda R$, $i_n(\lambda R)\approx(\lambda R)^n/(2n+1)!!$, so the envelope of the sphere term is proportional to

$$\frac{(2n+1)!!}{(GR)^{n+1}}G^l.$$

Raising $n$ by one multiplies it by $(2n+3)/(GR)$. This favours increasing $n$ until $2n+3\approx G_{\max}R$, subject to $n>l_{\max}$. It is an envelope estimate, not a sharp optimum.

An error in $W_{lm}(R)$ enters (7) multiplied by $i_l(\lambda r)/i_l(\lambda R)\le1$, so it is not amplified inward. Angular truncation is a separate error, which a higher $G_{\max}$ does not remove. In $KF$, any error of $W$ is multiplied by $\lambda^2/4\pi$.

## Numerical example

A cubic cell of edge 8 bohr has $\lambda=0.8$ bohr$^{-1}$, $l_{\max}=6$ and, unless stated, $n=10$. These are model parameters. Sphere A has $R=1.8$ bohr and sphere B has $R=1.4$ bohr. The smooth waves are listed in the numerical output.

### Neutral residual with narrow charges

Inside each sphere $F$ is $P$ plus

$$\Big(\frac a\pi\Big)^{3/2}e^{-ar^2}\big(q+2ap\,z+4a^2D\,xy\big).$$

Sphere A has $q=1$, $D=0.3$, $a=12$; sphere B has $q=-0.4$, $p=0.2$, $a=16$, all in atomic units. The other coefficients are zero. The reference is the defining Fourier multiplier, summed to a much higher cutoff. Errors are maxima over four interstitial and four sphere points, in hartree. They are samples, not bounds. On a grid of spacing $1/12$ bohr over the whole interstitial region the largest errors are $4.6\times10^{-2}$, $3.0\times10^{-3}$, $3.3\times10^{-5}$ and $1.2\times10^{-6}$ hartree at cutoffs 4, 8, 12 and 16, which is 3 to 27 times the tabulated values. At the surface of sphere A the components of $W$ with $l>6$, which the sphere expansion omits, reach $1.4\times10^{-4}$ hartree.

| $G_{\max}$ (bohr$^{-1}$) | interstitial | spheres | plain Fourier, interstitial |
|---:|---:|---:|---:|
| 4 | 1.4e-2 | 1.8e-2 | 2.8e-2 |
| 8 | 4.1e-4 | 3.1e-4 | 1.8e-2 |
| 12 | 1.7e-6 | 3.8e-6 | 1.4e-3 |
| 16 | 4.4e-8 | 2.3e-6 | 5.0e-4 |

The largest interstitial $|W|$ among these points is 0.209 hartree, so the error at cutoff 8 is 0.2% of it. At cutoff 4 the pseudo-density gains only a factor of two over the plain sum; at 12 it gains about 800 at these points. Between 12 and 16 the sphere error falls only by a factor of 1.6 while the interstitial error drops forty-fold. Angular truncation limits the sphere values: at displacement $(1,-0.5,0.7)$ bohr in A the components of the exact $W$ with $l>6$ add up to $2.3\times10^{-6}$ hartree, and those with $l>8$ to $4\times10^{-8}$ hartree.

Among $n=7,8,10,12,14$, the smallest interstitial error at cutoff 8 is $7.9\times10^{-5}$ hartree, at $n=7$. The estimate gives $n\approx(8\times1.8-3)/2=5.7$ for A and 4.1 for B, both below the permitted minimum of 7. At cutoff 12 it gives 9.3 and 6.9; the errors for $n=7$, 8 and 12 differ by only about 20%, so four points do not single out a best order there.

The average term can be followed by hand. The weight $i_0(\lambda r)$ is the angular average of $e^{\boldsymbol\lambda\cdot\mathbf r}$ with $|\boldsymbol\lambda|=\lambda$, so a Gaussian has Yukawa monopole $q\,e^{\lambda^2/4a}$. For A this is $e^{0.64/48}=1.013423$. Equation (6) turns the two monopoles into pseudo-charges $0.968832$ and $-0.393163$. With the uniform background of $-0.6$,

$$\Omega\tilde\rho_0=-0.6+0.968832-0.393163=-0.024331,$$

although $F$ is neutral. Hence $W_0=4\pi(-0.024331/512)/0.64=-9.33\times10^{-4}$ hartree. Deleting this term gives an interstitial error of $9.33\times10^{-4}$ hartree and a spurious charge of $-0.0242\,e$ in $KF$; with the term kept, the charge is $-5\times10^{-8}\,e$. Using moments and pseudo-density in their Coulomb limit, while solving the Yukawa equation, gives an error of $1.07\times10^{-3}$ hartree at the four interstitial points, about 0.5% of 0.209 hartree, and up to $6\times10^{-3}$ hartree elsewhere in the interstitial region.

At displacement $(0.3,0.2,-0.1)$ bohr in A, $F=15.8019$ bohr$^{-3}$ and $W=4.2928$ hartree, so

$$KF=15.8019-\frac{0.64}{4\pi}\,4.2928=15.5833\ \text{bohr}^{-3}.$$

At this point the residual is changed by only 1.4%, because the narrow charge consists mostly of waves with $G$ well above $\lambda$, which Kerker damping leaves nearly unchanged.

### Discontinuous, charged residual

Now let $F=0.3-0.05r^2+0.04xy$ in A and $F=-0.2+0.1z$ in B, with the same $P$ outside. The density jumps at both surfaces, and the cell holds a net charge of $2.184\,e$. A direct reference, in which the Yukawa kernel is integrated numerically over each $f_s$ and its periodic images and the potential of $P$ is added wave by wave, agrees with the algorithm at four interstitial points to about $10^{-6}$ hartree, where $|W|$ is between 0.09 and 0.18 hartree. The charge of $KF$ is $-3\times10^{-7}\,e$, as (8) requires. The preconditioner thus removes any net charge from the step; it does not repair a residual whose charge should have been zero.

## Computed results

```
cell edge 8.0 bohr, lambda 0.8 1/bohr, lmax 6, order n 10
sphere A: centre [2. 2. 2.] bohr, R 1.8 bohr, q 1.0 e, p 0.0 e bohr, D 0.3 e bohr^2, a 12.0 bohr^-2
sphere B: centre [6. 5. 6.] bohr, R 1.4 bohr, q -0.4 e, p 0.2 e bohr, D 0.0 e bohr^2, a 16.0 bohr^-2
waves (index, coefficient in bohr^-3): (0, 0, 0) -0.00117+0.00000j; (1, 0, 0) 0.01000+0.00000j; (-1, 0, 0) 0.01000+0.00000j; (1, 1, -1) 0.00400+0.00300j; (-1, -1, 1) 0.00400-0.00300j
model Jacobian 1+k^2/G^2 with k = 1.2 1/bohr; largest eigenvalues:
  length    8 bohr: plain 3.335, Kerker 1.637
  length   32 bohr: plain 38.356, Kerker 2.179
  Kerker bound k^2/lambda^2 = 2.250
case 1, max error of W (hartree): cutoff (1/bohr), waves, interstitial, in spheres, plain Fourier interstitial
     4    515 1.35e-02 1.82e-02 2.80e-02
     6   1863 1.30e-03 3.39e-03 9.44e-03
     8   4385 4.09e-04 3.10e-04 1.77e-02
    12  14939 1.73e-06 3.76e-06 1.42e-03
    16  35513 4.44e-08 2.34e-06 4.97e-04
order n: interstitial error (hartree) at cutoff 8 and at cutoff 12
   7 7.88e-05 6.62e-07
   8 1.44e-04 7.95e-07
  10 4.09e-04 1.73e-06
  12 7.71e-04 7.83e-07
  14 1.26e-03 1.45e-05
case 1 at cutoff 16: W and reference W (hartree)
  interstitial [4.5 4.  3.5] bohr: -0.209096 -0.209096
  interstitial [0. 0. 6.] bohr: 0.149088 0.149088
  interstitial [2. 5. 2.] bohr: 0.001784 0.001784
  interstitial [6.  7.5 6. ] bohr: 0.008400 0.008400
  in spheres also F and K F (bohr^-3):
  A + [ 0.3  0.2 -0.1] bohr: 4.292845 4.292845 15.801900 15.583267
  A + [ 1.  -0.5  0.7] bohr: -0.017749 -0.017746 -0.019989 -0.019085
  B + [0.1 0.1 0.2] bohr: -0.002324 -0.002324 3.871694 3.871813
  B + [-0.6  0.5  0.4] bohr: -0.262352 -0.262352 -0.015236 -0.001874
sphere A: Yukawa monopole 1.013423 e, pseudo-charge 0.968832 e
sphere B: Yukawa monopole -0.404020 e, pseudo-charge -0.393163 e
case 1: charge of F 5.9e-14 e (magnitude), of pseudo-density -0.024331 e, of K F -4.9e-08 e
G=0 term deleted: interstitial error 9.33e-04 hartree, charge of K F -0.02416 e
Coulomb-limit moments: interstitial error 1.07e-03 hartree
case 2 at cutoff 16: W and direct kernel sum (hartree)
  [4.5 4.  3.5] bohr: -0.176975 -0.176975
  [0. 0. 6.] bohr: 0.153569 0.153569
  [2. 5. 2.] bohr: 0.162560 0.162560
  [6.  7.5 6. ] bohr: -0.089409 -0.089410
case 2: charge of F 2.184126 e, charge of K F -3.1e-07 e
```
